# Work functions from thin slabs: macroscopic averaging and the noise it leaves

A metal slab a few layers thick has a work function that jumps when one layer is added. The electrons are confined between two surfaces, their motion along the normal is quantized, and each added layer changes how the discrete levels are filled. The work function wanted is that of a thick crystal. One remedy takes from the slab only the potential step across its surface, and takes the Fermi level from a separate bulk calculation. This note derives the scheme, shows how to implement it, and measures how much noise it removes in a model metal. There the reduction is real but small, about 9 percent, because most of the noise sits in the surface step itself. The model is laterally uniform and nearly free-electron, and the fraction depends on the electron density, so the figure is not a prediction for a real metal.

## The two estimates

Hartree atomic units are used. The slab is clean, neutral and symmetric, with its surfaces normal to $z$. Let $V(z)$ be the plane-averaged electrostatic potential energy of an electron, from ions and electron density but without exchange-correlation. The work function is the energy needed to take an electron from the Fermi level to rest in the vacuum outside the surface:

$$W_{\rm direct}=V_{\rm vac}-E_F^{\rm slab}.$$

Let $\bar V$ be $V$ smoothed over the layer spacing $d$, and $c$ the slab centre. Adding and subtracting $\bar V(c)$ gives

$$W_{\rm direct}=[V_{\rm vac}-\bar V(c)]-[E_F^{\rm slab}-\bar V(c)].$$

The first bracket is the surface step. The second is the Fermi level measured from the interior potential, which in a thick slab is a bulk property. Replacing it by its bulk value defines

$$W_{\rm macro}=[V_{\rm vac}-\bar V(c)]-[E_F^{\rm bulk}-\bar V^{\rm bulk}].$$

An infinite crystal fixes no absolute zero of potential, so neither $E_F^{\rm bulk}$ nor $\bar V^{\rm bulk}$ has meaning alone; their difference does. Subtracting the two estimates gives an identity,

$$W_{\rm macro}-W_{\rm direct}=\Delta,\qquad \Delta=[E_F-\bar V]_{\rm slab}-[E_F-\bar V]_{\rm bulk}.$$

The scheme removes $\Delta$ and nothing else. As the slab interior becomes bulk-like, $\Delta\to0$ and the estimates merge. Any thickness error in the step $V_{\rm vac}-\bar V(c)$ stays in both.

## The macroscopic average

One average over a window of width $d$ acts on a Fourier component $e^{iGz}$ as

$$\frac1d\int_{z-d/2}^{z+d/2}e^{iGz'}dz'=e^{iGz}\,\frac{e^{iGd/2}-e^{-iGd/2}}{iGd}=e^{iGz}\,\frac{\sin(Gd/2)}{Gd/2}.$$

For lattice harmonics $G=2\pi m/d$ with $m\neq0$ the factor is $\sin(\pi m)/(\pi m)=0$; for $G=0$ it is 1. The layer structure disappears and the mean survives.

The surfaces also send density ripples of wave number $2k_F$ into the slab, where $k_F$ is the Fermi wave number. These are not lattice harmonics. In the example below $k_Fd=2.40$, so one average leaves a fraction $\sin(2.40)/2.40\approx0.28$ of them. Averaging twice squares this to about $0.08$, and is used here. The double average draws on potential within $\pm d$ of the centre, so that region must be bulk-like.

## The step as a dipole moment

The step can be checked against the charge density. Let $n$ be the electron density and $n_+$ the positive charge density. For the potential energy of an electron, Poisson's equation reads

$$V''=4\pi(n_+-n).$$

The sign is right: $V$ curves upward, as in a well, where positive charge dominates. The field vanishes in the vacuum, so integrating inward from a vacuum point $v$ gives

$$V'(z)=-\int_z^vV''(z')\,dz'=4\pi\int_z^v(n-n_+)\,dz'.$$

Integrating again from $c$ to $v$ and exchanging the order of integration, each $z'$ is counted for all $z$ between $c$ and $z'$, a length $z'-c$:

$$V(v)-V(c)=4\pi\int_c^v(z'-c)\,(n-n_+)\,dz'.$$

Averaging commutes with differentiation, so the same relation links $\bar V$ to the averaged charge. Electrons spilling outward make the step positive.

## Why the slab Fermi level is noisy

Each normal level $\varepsilon_j$ carries free motion in the plane. A two-dimensional electron gas with both spins has $1/\pi$ states per unit area and energy, so the areal density is

$$N_s=\frac1\pi\sum_{\varepsilon_j<\mu}(\mu-\varepsilon_j),$$

with $\mu$ the slab Fermi level. Take free electrons in a box of width $L$, where $\varepsilon_j=\tfrac12(\pi j/L)^2$, and write $k_FL/\pi=\kappa=M+x$ with $M$ filled levels and $0\le x<1$. Then $N_s=(\pi/2L^2)S$, where

$$S=\sum_{j=1}^M(\kappa^2-j^2)=M\kappa^2-\frac{M^3}{3}-\frac{M^2}{2}-\frac M6 .$$

Insert $M=\kappa-x$ term by term:

- $M\kappa^2=\kappa^3-x\kappa^2$
- $M^3/3=\kappa^3/3-x\kappa^2+x^2\kappa-x^3/3$
- $M^2/2=\kappa^2/2-x\kappa+x^2/2$
- $M/6=\kappa/6-x/6$

Collecting powers of $\kappa$,

$$S=\tfrac23\kappa^3-\tfrac12\kappa^2-\kappa B_2(x)+\tfrac13B_3(x),$$

with $B_2=x^2-x+\tfrac16$ and $B_3=x^3-\tfrac32x^2+\tfrac12x$. The first term is the bulk. The second is a smooth surface term, from the depletion of density at the walls; it adds $-k_F^2/4\pi$ to $N_s$, while the bulk term gives $nL$ with $n=k_F^3/3\pi^2$, so the two together are $n\,(L-3\pi/4k_F)$. In a neutral slab screening holds the interior density at the background value, so the electrons spill out and this term is absorbed without shifting the Fermi level. In the hard-wall box that requires $L$ to exceed the width of the positive charge by $3\pi/4k_F$; with a soft barrier the effective width differs from level to level, and only an average over the filled levels is fixed this way. The third oscillates with thickness.

The charge is fixed by neutrality, so $\kappa$ must shift to cancel $-\kappa B_2$. To leading order $dS/d\kappa=2\kappa^2$, hence $\delta\kappa=B_2/(2\kappa)$. Since $\delta E_F=k_F\,\delta k_F=k_F^2\,\delta\kappa/\kappa$,

$$\delta E_F\approx\frac{k_F^2}{2}\,\frac{B_2(x)}{\kappa^2}.$$

The shift is largest, with $B_2=\tfrac16$, when a new level is about to fill, and its envelope falls as the inverse square of the thickness. In a self-consistent slab $\delta E_F$ is an approximation to $\Delta$. It assumes a weak lattice potential and no band gap among the occupied normal levels.

## Why the step is noisy too

The same confinement changes the surface step, and for a uniform positive background part of that change can be derived. Consider the right half of such a slab, from $c$ to $v$, with background density $n_0$ ending at an edge $e$. The electrons are in equilibrium: the electrostatic force holding them in balances the pressure $p$ at the centre, so $\int_c^v nV'dz=p$. Here $p$ is the normal kinetic pressure plus the local exchange-correlation pressure. The total electrostatic force on the half slab vanishes, because

$$\int_c^v(n-n_+)V'dz=-\frac1{4\pi}\int_c^vV''V'dz=-\frac{1}{8\pi}\Big[V'^2\Big]_c^v=0,$$

the field being zero at $c$ by symmetry and at $v$ in the vacuum. Therefore $\int n_+V'dz=p$ as well, which is

$$n_0\,[V(e)-V(c)]=p.$$

The density ripples at the centre are of the same order in $1/L$ as the fluctuation sought, but smoothing removes them consistently. In the interior the local force balance is $p'=-nV'$, so to first order in the ripples $p+n_0V$ is uniform there. The relation therefore also holds with $V(c)$ and $p$ replaced by their smoothed values, $\bar V(c)$ and the ripple-free pressure, which is called $p$ from here on. Now find how it fluctuates. In the box, with $N_j=(\mu-\varepsilon_j)/\pi$ and $k_j=\pi j/L$, the density is $\sum_jN_j/L$ and the normal kinetic pressure is $\sum_jN_jk_j^2/L$. The oscillating part of each sum comes from its upper end, where $k_j\approx k_F$. More precisely, $j^2(\kappa^2-j^2)=\kappa^2(\kappa^2-j^2)-(\kappa^2-j^2)^2$, and the last term vanishes at $j=\kappa$ together with its slope, so by the Euler–Maclaurin formula it contributes only at higher order. At fixed $\mu$, then, $\delta p=k_F^2\,\delta n$.

Screening restores the interior density through a shift $\delta E_F$ of the Fermi level relative to the potential. With $n=k_F^3/3\pi^2$ the density of states is $dn/dE_F=k_F/\pi^2$, so $\delta n=-k_F\,\delta E_F/\pi^2$. The shift also changes the pressure by $n\,\delta E_F$, since $dp/dE_F=n$ for a free Fermi gas. The sum is

$$\delta p=-\frac{k_F^3}{\pi^2}\,\delta E_F+n\,\delta E_F=-3n\,\delta E_F+n\,\delta E_F=-2n\,\delta E_F .$$

The exchange-correlation pressure does not change, because the density is restored. With $n=n_0$,

$$\delta[V(e)-\bar V(c)]=-2\,\delta E_F .$$

So the inner part of the step fluctuates by twice the Fermi-level shift. In $W_{\rm direct}$ the two contributions have the same sign and add to $-3\,\delta E_F$; the bulk reference removes one of these three parts. The outer part, $V_{\rm vac}-V(e)$, is not fixed by this argument and can be larger than both, so one third is not the fraction of the total noise removed; the model below removes about a tenth. The result is leading order and for a uniform background, and the layered example below does not test it. Self-consistent uniform-background slabs bear it out: the inner part of the step varies as $-2.0\,\Delta$ at both $r_s=2$ and $r_s=4$ bohr. The outer part fluctuates about three times as much as the inner part at $r_s=2$ and about equally at $r_s=4$, so the scatter removed there is about 10 and 20 percent respectively.

## Algorithm

```
bulk:  converge one layer period with dense k_z sampling
       b = E_F - mean(V)
slab:  converge N layers plus vacuum; same functional,
       ions, layer spacing and grid as the bulk
       Vbar = V filtered by [sin(Gd/2)/(Gd/2)]^2
       step = V(mid-vacuum) - Vbar(slab centre)
       W_macro  = step - b
       W_direct = V(mid-vacuum) - E_F(slab)
check: step against the dipole moment
       W against vacuum width, grid and k_z sampling
       W_macro over several N
```

**Filling the levels.** No root search is needed. With sorted slab levels, set $\mu_m=(\pi N_s+\sum_{j\le m}\varepsilon_j)/m$. For any $m$, $\sum_{j\le m}(\mu-\varepsilon_j)$ cannot exceed the sum of the positive terms alone, which is $\pi N_s$. So $\mu\le\mu_m$, with equality when $m$ is the number of filled levels, and $\mu=\min_m\mu_m$.

**Cost.** With $m$ grid points along $z$, dense diagonalization costs of order $m^3$ per iteration, and $m$ grows with slab plus vacuum. The bulk cell has one layer, so even hundreds of $k_z$ points are cheap. The filter is one pair of Fourier transforms.

**Stability.** In a long cell a small charge displacement produces a large potential, and plain iteration can overshoot. Let $R$ be the output minus the input potential. We want a correction $\delta V$ that anticipates the response. In a local Thomas–Fermi picture the density responds as $\delta n=-Du$, with $u=\delta V-\delta\mu$ and $D=(3\pi^2n)^{1/3}/\pi^2$. The induced potential obeys $-\delta V_H''=4\pi\delta n=-4\pi Du$, and consistency requires $\delta V=R+\delta V_H$. Taking $-d^2/dz^2$ of this,

$$\left(-\frac{d^2}{dz^2}+4\pi D\right)u=-R''.$$

Integrated over the periodic cell this gives $\int Du\,dz=0$, so charge is conserved. The mean of $\delta V$ is set to the mean of $R$, because the electrostatic part has zero mean by convention. The equation screens the correction in the metal and leaves it unscreened in the vacuum. Exchange-correlation response is neglected; Anderson mixing of successive corrections makes up for that.

## A model metal

The example has laterally uniform Gaussian sheets of positive charge, of width 0.8 bohr and spacing 2.5 bohr, with mean density given by $r_s=2$ bohr. The electrons are treated self-consistently in the local density approximation. These are round model values. Here $k_Fd/\pi=0.764$, below 1, so the first gap lies above the Fermi level.

The bulk gives $E_F-\bar V=0.1034$ Ha. For seven layers, with the cell average of $V$ as zero, $V_{\rm vac}=0.0971$, $\bar V(c)=-0.1457$ and $E_F^{\rm slab}=-0.0428$ Ha. Then

$$\begin{aligned}
V_{\rm vac}-\bar V(c)&=0.0971+0.1457=0.2428\ \text{Ha},\\
W_{\rm macro}&=0.2428-0.1034=0.1394\ \text{Ha},\\
W_{\rm direct}&=0.0971+0.0428=0.1399\ \text{Ha}.
\end{aligned}$$

The dipole moment gives the same step, $0.2428$ Ha. Using the unfiltered potential at the centre, where a sheet sits, would give $0.1541$ Ha.

The reference is a 40-layer slab, with $W=0.1359$ Ha, or 3.70 eV. Its two estimates differ by $0.00002$ Ha, but that measures $\Delta$ alone. The step error is common to both. The last digit of the reference is not converged in thickness: slabs of 38, 39 and 41 layers differ from it by $-0.0003$, $-0.0005$ and $+0.0001$ Ha, and the mean over 38 to 41 layers lies $0.0002$ Ha lower. Errors below about $0.0005$ Ha in what follows are therefore not significant. The noise ratio of 1.10 found below does not change if that mean is used as the reference.

Errors relative to this reference, and the shift $\Delta$, in Ha:

| Layers | Direct | Macro | $\Delta$ |
|---:|---:|---:|---:|
| 5 | −0.0100 | −0.0091 | 0.0009 |
| 6 | 0.0009 | 0.0005 | −0.0004 |
| 7 | 0.0040 | 0.0035 | −0.0005 |
| 8 | 0.0014 | 0.0015 | 0.0001 |
| 9 | −0.0063 | −0.0057 | 0.0006 |
| 10 | −0.0004 | −0.0005 | −0.0001 |
| 11 | 0.0021 | 0.0018 | −0.0002 |
| 13 | −0.0027 | −0.0024 | 0.0003 |
| 16 | 0.0010 | 0.0010 | −0.0001 |

Over all slabs from 5 to 16 layers the root-mean-square error falls from $0.0038$ to $0.0035$ Ha (0.104 to 0.095 eV), a ratio of 1.10. The program tests that the error falls, not by how much. At 8 and 10 layers the macroscopic estimate is slightly worse; at 10 layers both errors are close to the uncertainty of the reference.

The large errors have the sign opposite to $\Delta$, as the pressure argument gives for a uniform background. Their size exceeds $2|\Delta|$: at nine layers $0.0057$ against $0.0011$ Ha. That the rest comes from the outer part of the step is a conjecture for this layered model.

The subband formula is a rough guide to $\Delta$. To apply it, wave numbers are measured from the bulk band bottom placed relative to $\bar V(c)$, $x$ is the distance of the Fermi wave number above the top filled level in units of the slab's last level spacing, and $\kappa=M+x$. The correlation over the twelve slabs is 0.65, and the test asks for more than 0.6. The predicted sign is right in ten cases, and in all of them the formula overestimates the size, by factors from about 1.1 to 3.3; at nine layers it gives $0.0012$ against $0.0006$ Ha. It is wrong at 14 layers, where both values are below $0.0001$ Ha, and at five layers, where the formula gives $-0.0003$ and the calculation $+0.0009$ Ha. The five-layer failure comes from the way $x$ is estimated. In the soft well the spacing in wave number shrinks towards the top, so the last filled spacing makes $x$ too small: $0.77$, where $B_2$ is negative, against $0.96$ when the spacing $\Delta k$ to the first empty level is used. With that $x$ and the amplitude written as $\tfrac12\Delta k^2B_2(x)$, the five-layer prediction is $+0.0013$ Ha and the correlation rises to 0.94; the sign is then wrong only at 8 layers, where both values are below $0.0001$ Ha.

## Reducing the remaining noise

One layer advances $\kappa$ by 0.764, so four layers advance it by 3.05, close to a whole number. This matches the low values at 5, 9 and 13 layers. Since $\int_0^1B_2\,dx=\tfrac13-\tfrac12+\tfrac16=0$, averaging over such a period should cancel much of the oscillation, if the step noise follows the same period. For $W_{\rm macro}$ at 9 to 12 layers,

$$\tfrac14(0.1301+0.1354+0.1377+0.1371)=0.1351\ \text{Ha},$$

which is $0.0008$ Ha below the reference, while the nine-layer slab alone is $0.0057$ Ha below. The same average for 5 to 8 layers is $0.0009$ Ha low, and for 13 to 16 layers $0.0003$ Ha low. In this model, averaging over thickness helps far more than the change of Fermi level.

## Failure modes

- **Mismatched bulk.** An error in $E_F^{\rm bulk}-\bar V^{\rm bulk}$ enters $W_{\rm macro}$ in full, with opposite sign. For nearly free electrons this term is $k_F^2/2$ plus the exchange-correlation potential. A density 1 percent too high raises the kinetic part by $\tfrac23\times0.01\times0.460=0.0031$ Ha. Exchange, $-(3n/\pi)^{1/3}=-0.305$ Ha, lowers the sum by $\tfrac13\times0.01\times0.305=0.0010$ Ha. The net $0.002$ Ha, with correlation neglected, exceeds what the scheme gains here.
- **No bulk-like centre.** If the surface disturbance reaches within $d$ of the centre, $\bar V(c)$ is not a bulk reference.
- **Unequal surfaces.** A slab with two different faces has two vacuum levels, and the periodic cell then needs a dipole correction. The formulas above assume symmetry.
- **False reassurance.** Close agreement of $W_{\rm macro}$ and $W_{\rm direct}$ shows that $\Delta$ is small. It does not show that either is converged: at 16 layers they agree within $0.0001$ Ha while both are about $0.001$ Ha from the reference. Convergence has to be judged by varying the thickness.

## Values computed for the example and the checks

```
density parameter r_s = 2.0 bohr
layer spacing = 2.5 bohr, sheet width = 0.8 bohr
mean density = 0.029842 bohr^-3
charge per sheet = 0.074604 bohr^-2
free-electron k_F = 0.95958 bohr^-1
k_F * spacing / pi = 0.7636
bulk E_F - Vbar = 0.10341 Ha
bulk band bottom - Vbar = -0.35697 Ha
seven-layer slab (zero: cell average of V):
  V(vacuum) = 0.09708 Ha
  Vbar(centre) = -0.14573 Ha
  unfiltered V(centre) = -0.16042 Ha
  E_F(slab) = -0.04277 Ha
  potential step = 0.24281 Ha
  step from dipole moment = 0.24281 Ha
  W_direct = 0.13985 Ha, W_macro = 0.13941 Ha
  W from unfiltered V = 0.15409 Ha
layers, W_direct, W_macro, E_F shift, predicted shift (Ha):
  5   0.12588   0.12673   0.00086  -0.00026
  6   0.13674   0.13639  -0.00035  -0.00115
  7   0.13985   0.13941  -0.00045  -0.00078
  8   0.13731   0.13738   0.00007   0.00010
  9   0.12958   0.13013   0.00055   0.00118
 10   0.13551   0.13538  -0.00013  -0.00033
 11   0.13794   0.13771  -0.00024  -0.00042
 12   0.13713   0.13705  -0.00008  -0.00009
 13   0.13319   0.13352   0.00033   0.00047
 14   0.13502   0.13503   0.00001  -0.00008
 15   0.13699   0.13683  -0.00016  -0.00024
 16   0.13689   0.13682  -0.00007  -0.00012
correlation of shift and prediction = 0.651
40 layers: W_direct = 0.13588 Ha
40 layers: W_macro = 0.13586 Ha
reference W (their mean) = 0.13587 Ha
reference W = 3.697 eV
rms error, direct = 0.00381 Ha
rms error, macro = 0.00347 Ha
rms error, direct = 0.1037 eV
rms error, macro = 0.0945 eV
rms error, unfiltered V = 0.01423 Ha
noise ratio direct/macro = 1.10
largest error, direct = 0.01000 Ha
largest error, macro = 0.00914 Ha
change with wider vacuum = 8.0e-07 Ha
change with finer grid = 4.5e-13 Ha
```
